# Facet Lengths and Facet Survival in Two-Dimensional Crystal Growth

## What symmetry fixes

A facet of a convex two-dimensional crystal lies on a line with outward unit normal $\mathbf n_i$ at distance $c_i$ from an origin inside the crystal. Its neighbours are facet $j$, whose normal is turned clockwise from $\mathbf n_i$ by the angle $a$, and facet $k$, turned counterclockwise by $b$. Both angles lie between $0$ and $\pi$.

The corners solve linear equations $\mathbf n\cdot\mathbf x=c$, so the facet length $L_i$ is linear in the distances:

$$L_i=A\,c_j+B\,c_i+C\,c_k .$$

The coefficients are dimensionless and depend on angles alone. Moving the origin by $-\mathbf u$ changes each distance by $\mathbf u\cdot\mathbf n$ but leaves the length unchanged. Therefore $A\mathbf n_j+B\mathbf n_i+C\mathbf n_k=0$. With axes along $\mathbf n_i$ and along its counterclockwise tangent, $\mathbf n_j=(\cos a,-\sin a)$ and $\mathbf n_k=(\cos b,\sin b)$, so

$$\mathbf n_j\sin b+\mathbf n_k\sin a=\mathbf n_i\sin(a+b).$$

Since $0<a<\pi$, $\mathbf n_i$ and $\mathbf n_j$ are not parallel, so this is the only linear relation among the three vectors, up to a factor. Hence

$$L_i=N\left[c_j\sin b+c_k\sin a-c_i\sin(a+b)\right].$$

Only $N(a,b)$ remains to be found. If each facet moves outward at a fixed speed, $c_i=h_i+v_it$, the rate $dL_i/dt$ is the same expression with speeds in place of distances. The fate of a facet thus depends on its speed relative to others, weighted by angles.

## A symmetric facet

Let both neighbours have distance $c'$, speed $v'$ and angle $a$. A point on the facet line is $\mathbf x=c\,\mathbf n+s\,\boldsymbol\tau$, with $\boldsymbol\tau$ the counterclockwise tangent. The counterclockwise neighbour requires

$$c\cos a+s\sin a\le c' ,\qquad\text{so}\qquad s\le\frac{c'-c\cos a}{\sin a}.$$

The other neighbour gives the mirror-image lower limit. Subtracting the limits and differentiating,

$$L=\frac{2(c'-c\cos a)}{\sin a},\qquad \frac{dL}{dt}=\frac{2(v'-v\cos a)}{\sin a}.$$

The neighbours' advance lengthens the facet; its own advance shortens it if the neighbours converge outward, $a<\pi/2$. It then shrinks when $v>v'/\cos a$.

Three limits test this result.

- In a rectangle, $a=\pi/2$ and $dL/dt=2v'$. The facet's own speed drops out, so no speed can remove it.
- In an equilateral triangle, $a=2\pi/3$ and $\cos a=-1/2$. A faster facet lengthens faster.
- In a regular $n$-gon with equal speeds, $a=2\pi/n$ and $dL/dt=2v(1-\cos a)/\sin a=2v\tan(\pi/n)$. The perimeter grows at $2nv\tan(\pi/n)$, which tends to $2\pi v$ for large $n$, as for a circle.

The rectangle and triangle show that the statement "sufficiently fast facets disappear" needs a geometrical condition.

## The general rate

For unequal neighbours the same two inequalities give

$$-\frac{c_j-c_i\cos a}{\sin a}\le s\le\frac{c_k-c_i\cos b}{\sin b}.$$

The length is the upper limit minus the lower one:

$$G_{jk}=\frac{c_j-c_i\cos a}{\sin a}+\frac{c_k-c_i\cos b}{\sin b}.$$

While $j$ and $k$ are the neighbours, differentiation gives

$$\boxed{\frac{dL_i}{dt}=\frac{v_j-v_i\cos a}{\sin a}+\frac{v_k-v_i\cos b}{\sin b}}$$

To compare this with the symmetry argument, use

$$\cot a+\cot b=\frac{\cos a\sin b+\cos b\sin a}{\sin a\sin b}=\frac{\sin(a+b)}{\sin a\sin b}.$$

Over a common denominator the rate becomes

$$\frac{dL_i}{dt}=\frac{v_j\sin b+v_k\sin a-v_i\sin(a+b)}{\sin a\sin b},$$

so $N=1/(\sin a\sin b)$.

As a limit, let every speed be proportional to the initial distance, $v_i=\kappa h_i$. Then the rate is $\kappa L_i(0)$ for every facet, and the crystal grows without changing shape.

## From present neighbours to the whole history

The rate above holds until a neighbour vanishes. To decide the final fate, all facets must be considered together. I assume that:

- every $v_i$ is positive and constant;
- every listed facet has positive length at $t=0$;
- the normals are distinct, and successive normals differ by less than $\pi$;
- no new orientation appears at a corner.

Consider the region $K(t)$ in which $\mathbf n_m\cdot\mathbf x\le c_m(t)$ for every $m$. It is bounded, because every direction lies within less than $\pi/2$ of some normal. On line $i$, each facet at a clockwise angle $a<\pi$ supplies a lower limit on $s$, and each facet at a counterclockwise angle $b<\pi$ supplies an upper limit. An antiparallel facet requires only $-c_i\le c_m$, which is true because both distances are positive. The tightest limits give

$$M_i(t)=\min_{j,k}G_{jk}(t),\qquad L_i(t)=\max[0,M_i(t)],$$

where $j$ and $k$ now run over all facets on the two sides. For a facet of positive length, the present neighbours attain the minimum, because they form its two corners.

Each $G_{jk}$ is linear in time. A minimum of linear functions is concave: its slope can decrease but cannot increase. This has two consequences.

First, once a facet shrinks, it continues to shrink at least as fast. It vanishes no later than its current length divided by its current shrinkage rate. A facet that is growing may still vanish later, because a change of neighbours can lower its rate.

Second, a vanished facet does not return. Since $M_i(0)>0$, concavity prevents $M_i$ from becoming positive again after it has fallen to zero. When $M_i<0$, line $i$ misses the region bounded by the other lines. That region is convex and contains the origin, which lies on the inner side of line $i$; the whole region therefore lies on that side. Dropping line $i$ changes nothing. Following the corners and removing each facet at zero length thus gives the same crystal as $K(t)$.

## The survival threshold

For a pair with $a+b\ne\pi$, define

$$V_{jk}=\frac{v_j\sin b+v_k\sin a}{\sin(a+b)}.$$

The slope of $G_{jk}$ is then

$$G'_{jk}=\frac{\sin(a+b)}{\sin a\sin b}\,(V_{jk}-v_i).$$

If $a+b<\pi$, the prefactor is positive and the slope is negative precisely when $v_i>V_{jk}$. If $a+b=\pi$, the term containing $v_i$ is absent and the slope is positive. If $a+b>\pi$, the term $-v_i\sin(a+b)$ is itself positive, so the slope is again positive.

Every $G_{jk}(0)$ is at least $L_i(0)$ and hence positive. The minimum reaches zero in finite time if and only if at least one slope is negative. Therefore

$$\boxed{\text{facet }i\text{ disappears}\iff v_i>V_i^*,\qquad V_i^*=\min_{a+b<\pi}V_{jk}}$$

Here "disappears" means that its length reaches zero in finite time. If no pair has $a+b<\pi$, there is no finite threshold and no speed removes the facet. At $v_i=V_i^*$ the smallest slope is zero, so the facet survives with bounded length. The threshold does not contain $v_i$: it is the speed to exceed when the other speeds are held fixed.

Each falling line reaches zero after its initial value divided by the size of its slope. The first to do so sets the death time:

$$t_i=\min_{G'_{jk}<0}\frac{G_{jk}(0)}{|G'_{jk}|}.$$

The slow end follows from the same slopes. If facet $i$ is the slowest, then $v_j\ge v_i$ and

$$\frac{v_j-v_i\cos a}{\sin a}\ge v_i\frac{1-\cos a}{\sin a}=v_i\tan\frac a2>0.$$

The other half of the slope obeys the same inequality with $b$. Every slope is positive, so the slowest facet survives and lengthens throughout. Facets tied for slowest all do so.

For small angles, $\sin a\simeq a$ gives, to leading order,

$$V_{jk}\simeq\frac{v_jb+v_ka}{a+b}.$$

This is the straight-line interpolation of speed against angle, taken at the orientation of facet $i$. Lying above that line is not enough for removal. For nearly equal speeds $v$, the next term raises the threshold above the line by about $v\,ab/2$. If the speed is a smooth function $v(\theta)$ of orientation, the line itself differs from $v_i$ by $v''ab/2$, which is of the same order, so $V_{jk}-v_i\simeq\tfrac12ab\,(v+v'')$. A facet between two close orientations is then removed by them when $v+v''<0$; a speed curve that is only mildly concave, $-v<v''<0$, lies above the line without this pair removing the facet.

Speed rank alone does not decide survival. Take a square whose right, top and bottom sides move at speed 1 and whose left side moves at speed 10. Cut its upper right corner with a facet at $45^\circ$ moving at speed 2. The right and top sides give $V_{jk}=2\sin45^\circ/\sin90^\circ=\sqrt2$, so the corner facet vanishes. For the left side, the top and bottom have $a+b=\pi$, and replacing the top by the corner facet gives a larger sum. No pair has a sum below $\pi$, and this side survives although it is five times faster.

A numerical test used 120 random seeds of size about 1, with four to eight facets and speeds from 0.3 to 3. The lengths agreed with those of polygons cut out by half-planes at times 0, 0.3, 1 and 4. The death times agreed with those found by following corners. Setting a facet's speed 1% below or above its finite threshold gave survival or disappearance, respectively. Of 614 facets, 93 vanished, including 5 that had grown at first. In 27 seeds a vanished facet was slower than a survivor. The 143 facets without a finite threshold survived a thousandfold increase in their own speed.

## A silicon seed in amorphous silicon

Consider a long crystalline seed surrounded by undoped amorphous silicon at 823 K, viewed along $[1\bar10]$. Its outline has two {001}, two {110} and four {111} facets. The angle between neighbouring {001} and {111} normals is $54.74^\circ$; between {110} and {111} it is $35.26^\circ$. The initial distances are 20 nm for {001} and {111}, and 16 nm for {110}.

With a rough activation energy of 2.7 eV and a rough prefactor of $3\times10^{17}$ nm/min,

$$v_{001}=3\times10^{17}\exp\left(-\frac{2.7}{0.0709}\right)\ \text{nm/min}\simeq8.77\ \text{nm/min}.$$

The exponent contains $kT=0.0709$ eV; the final value uses its unrounded form. Rough speed ratios of 1 : 0.4 : 0.05 give $v_{110}=3.51$ and $v_{111}=0.439$ nm/min.

Both fast families lie symmetrically between {111} facets. Their thresholds, which the numerical output confirms as minima over all pairs, are

$$V^*_{001}=\frac{0.439}{\cos54.74^\circ}=0.76\ \text{nm/min},\qquad V^*_{110}=\frac{0.439}{\cos35.26^\circ}=0.54\ \text{nm/min}.$$

Both families exceed their thresholds and must vanish. The symmetric rate gives

$$\dot L_{001}=\frac{2(0.439-8.774\times0.577)}{0.816}=-11.3\ \text{nm/min},$$

$$\dot L_{110}=\frac{2(0.439-3.510\times0.816)}{0.577}=-8.4\ \text{nm/min}.$$

Dividing the initial lengths, 20.71 and 24.03 nm, by these shrinkage rates gives death times of 1.83 and 2.86 min. The {110} facet starts longer than {001} and its length shrinks more slowly, so it dies later.

The {111} facets are the slowest and survive. Initially each lengthens at 15.9 nm/min, although its plane advances at only 0.439 nm/min: the fast neighbours expose more of its line. When {001} vanishes, the neighbour on that side becomes another {111} facet, and the rate falls to 6.1 nm/min. When {110} also vanishes, both neighbours are {111} facets at angles $109.47^\circ$ and $70.53^\circ$. Then

$$\dot L_{111}=0.439\,(\tan54.74^\circ+\tan35.26^\circ)=0.93\ \text{nm/min}.$$

The successive decreases show the concavity derived above. The final outline is a rhombus of {111} facets, each 47 nm long at 5 min.

## How far the real process may differ

The speed on {001}, the slowness of {111} and the temperature are in the regime of furnace regrowth of silicon after amorphizing implantation. The fully enclosed seed is an idealization: under a uniformly implanted wafer surface the seed is the flat substrate, without these finite facets. Here the amorphous region must also extend beyond 36 nm from the centre along [001], the distance of the {001} plane when it vanishes. The corner left there keeps advancing, so the outline quoted at 5 min needs 38.4 nm.

Real growth on {111} can form twins, which can raise its speed and break the constant-speed assumption. With the other speeds fixed, tripling $v_{111}$ from the start delays the two deaths to 2.25 and 4.48 min. Saving {001} would require a factor of 11.5, and saving {110} a factor of 6.5.

The continuous motion of {111} is also questionable, because its planes advance by only 1.25 nm, about four layers of 0.31 nm, before the last fast facet dies. If these planes did not move at all, the {001} lifetime would be

$$\frac{20.71}{2\times8.774\cot54.74^\circ}=1.67\ \text{min},$$

about 9% less than before. The corresponding {110} lifetime is $24.03/(2\times3.510\cot35.26^\circ)=2.42$ min, about 15% less.

Capillarity matters when a facet becomes short. Let all facets have the same interface energy per area, $\gamma$. Advancing a symmetric facet by $dc$ lengthens each neighbour by $dc/\sin a$ and shortens the facet by $2\cot a\,dc$. The perimeter change is

$$\frac{2(1-\cos a)}{\sin a}\,dc=2\tan\frac a2\,dc.$$

Per unit depth, this advance adds $L\,dc/\Omega$ atoms, where $\Omega$ is the atomic volume. The energy cost per atom is therefore $\delta=2\Omega\gamma\tan(a/2)/L$. For rough values $\Omega=0.020$ nm³ and $\gamma=2.5$ eV/nm², the initial {001} cost is 0.0025 eV, against a rough free-energy gain $\Delta=0.10$ eV.

If the net growth speed is proportional to $1-\exp[-(\Delta-\delta)/kT]$, the initial {001} speed falls by 1.2%. With $v_{111}$ held fixed, the time for {001} to shrink to 1 nm rises from 1.74 to 1.83 min. The shrinkage stops at 0.54 nm, a length of atomic size at which the continuum description is no longer reliable. This length depends on the rough inputs: a {111} interface energy 20% lower or higher than the others moves it to about 0.3 or 0.8 nm, and halving $\Delta$ moves it to about 1.1 nm. In this example, "disappears" therefore means shrinking to atomic width.

A furnace 5 K hotter shortens the two lifetimes to 1.45 and 2.27 min. Speed ratios of 1 : 1/3 : 1/25 at 823 K give 1.79 and 3.4 min instead of 1.83 and 2.86 min. A common factor in all speeds changes every death time by its inverse but leaves the survivors unchanged. Random nucleation in the amorphous material has a rough delay of 60 min at 873 K; the last death occurs after 5% of that time. The delay should be longer at the lower temperature used here if nucleation is thermally activated.

Doping, stress and differences in activation energy between orientations are omitted. They affect the choice of survivors if they change the speed ratios enough to cross a threshold. A sufficiently slow orientation absent from the initial list could also appear at a corner. This matters in silicon, where the regrowth speed varies continuously with orientation and is low near {111}. At the corner between {001} and {111}, the formula for $V_{jk}$ shows that {112} appears if it is slower than $0.44\,v_{001}$ and {113} if it is slower than $0.63\,v_{001}$. A {113} facet at $0.44\,v_{001}$ would cut the {001} lifetime from 1.83 to 1.08 min, so the lifetimes above belong to the eight-facet model. Consider such an added orientation in general. It would shorten the neighbouring facets and could change their lifetimes, even if it later vanished itself. To apply the threshold to it, it would have to be included from the start with a small positive length.

## Computed results

```
RANDOM SEEDS
seeds: 120, facets: 614, vanished facets: 93
facets that grew at first and later vanished: 5
seeds where a vanished facet was slower than a survivor: 27
facets that no speed can remove: 143
SILICON SEED: inputs
temperature: 823 K, kT: 0.0709 eV
rough activation energy: 2.7 eV
rough prefactor: 3.0e+17 nm/min
angle 001 to 111: 54.74 degrees
angle 110 to 111: 35.26 degrees
SILICON SEED: facets
001: distance 20.0 nm, speed ratio 1.00
  speed 8.774 nm/min, threshold 0.760 nm/min
  length 20.71 nm, initial rate -11.33 nm/min
  vanishing time 1.827 min (inf = survives)
110: distance 16.0 nm, speed ratio 0.40
  speed 3.510 nm/min, threshold 0.537 nm/min
  length 24.03 nm, initial rate -8.41 nm/min
  vanishing time 2.858 min (inf = survives)
111: distance 20.0 nm, speed ratio 0.05
  speed 0.439 nm/min, threshold 6.170 nm/min
  length 9.78 nm, initial rate 15.89 nm/min
  vanishing time inf min (inf = survives)
LENGTH HISTORY: time (min); 001, 110, 111 (nm); 111 rate (nm/min)
0.0; 20.71, 24.03, 9.78; 15.895
1.0; 9.37, 15.62, 25.68; 15.895
2.0; 0.00, 7.21, 39.87; 6.079
3.0; 0.00, 0.00, 45.22; 0.931
5.0; 0.00, 0.00, 47.08; 0.931
001 plane distance when it vanishes: 36.03 nm
NEGLECTED EFFECTS
111 speed-up that would save 001: 11.55 times
111 speed-up that would save 110: 6.53 times
with 111 speed times 3: 001 vanishes at 2.254 min, 110 at 4.476 min
rough interface energy 2.5 eV/nm^2, atomic volume 0.020 nm^3
rough free-energy gain: 0.10 eV per atom
capillary cost on initial 001: 0.0025 eV per atom
001 speed loss at initial length: 1.16 %
001 time to 1 nm: 1.739 min without, 1.827 min with capillarity
001 length at which capillarity stops shrinkage: 0.544 nm
5 K hotter: 001 vanishes at 1.452 min, 110 at 2.271 min
rough nucleation delay at 873 K: 60 min
last vanishing time / this delay: 0.048
111 advance by last vanishing: 1.25 nm
111 layer spacing: 0.314 nm; layers added: 4.0
```
